# Why slow carrier heating makes velocity overshoot after a field step

Anyone who calculates the current transient of a short channel must decide whether the carriers need an energy equation of their own. If the mass and the momentum relaxation time are both constant, one equation for the velocity is enough. If heating shortens that time, the same equation can miss a period in which carriers move faster than they finally will. For constant mass, the decision rests on two questions: does heating change the momentum time, and how quickly does the heating happen?

Take a uniform field of magnitude $F$, switched on at $t=0$. The carriers start with zero mean velocity and with the thermal energy of the lattice. Let $v$ be their mean velocity, counted positive along the electric force, and let $e>0$ be the elementary charge. Overshoot means that $v$ at some moment exceeds its own final value $v_s$.

## Heating alone is not enough

Suppose that every carrier has the same constant mass $m$, and that collisions remove its momentum, on average, at the same rate $1/\tau_m$. The force adds $eF/m$ to each carrier's velocity per unit time. Averaging over all carriers gives

$$\frac{dv}{dt}=\frac{eF}{m}-\frac{v}{\tau_m}.$$

The distribution of energies does not appear. It cannot matter, because fast and slow carriers lose momentum at the same rate. Multiplying by $e^{t/\tau_m}$ turns the equation into

$$\frac{d}{dt}\left(v\,e^{t/\tau_m}\right)=\frac{eF}{m}\,e^{t/\tau_m},$$

and integration from $v(0)=0$ gives

$$v=\frac{eF\tau_m}{m}\left(1-e^{-t/\tau_m}\right),\qquad \frac{dv}{dt}=\frac{eF}{m}\,e^{-t/\tau_m}>0.$$

The velocity rises towards its final value and never passes it. The carriers may become very hot meanwhile, but their energy has no way to act on their mean velocity.

Constant mass is a separate condition. If the mass grows with energy, the mean momentum $p$ still rises monotonically at constant $\tau_m$, but the velocity is roughly $p/m(u)$, where $u$ measures the heating. Should $p$ settle first and the mass grow afterwards, the velocity falls from a maximum. From here on the mass is constant, so that the effect of the momentum time stands alone.

## A momentum time that heating shortens

Let $u$ be the mean carrier energy above its equilibrium value. The field supplies the power $eFv$ per carrier, and the lattice removes the excess with an energy relaxation time $\tau_w$, taken as constant:

$$\frac{du}{dt}=eFv-\frac{u}{\tau_w}.$$

For the momentum loss, take the simplest law that grows with heating:

$$\frac{1}{\tau_m(u)}=\frac{1}{\tau_0}\left(1+\frac{u}{w_1}\right).$$

Here $\tau_0$ is the momentum time of cold carriers and $w_1$ is the excess energy that doubles the loss rate. Using the mean energy in this rate is an approximation, examined below.

The velocity equation already shows what an overshoot requires. At a maximum $dv/dt=0$, so

$$v_{\rm peak}=\frac{eF\,\tau_m(u_{\rm peak})}{m}.$$

The final velocity is $v_s=eF\tau_s/m$, where $\tau_s$ is the final momentum time. A peak above $v_s$ therefore needs $\tau_m(u_{\rm peak})>\tau_s$: the carriers must still be cooler than they will finally be. Overshoot is a race. The velocity must catch up with the large value that cool carriers allow before heating takes that value away.

## The final state and two numbers

Define the cold mobility $\mu_0=e\tau_0/m$ and the final heating $h=u_s/w_1$. Setting both time derivatives to zero gives

$$v_s=\frac{\mu_0F}{1+h},\qquad u_s=eFv_s\tau_w.$$

Inserting the first into the second and dividing by $w_1$ yields

$$h(1+h)=\frac{e\mu_0F^2\tau_w}{w_1}.$$

The left side increases from zero for $h\ge0$, so there is one positive solution.

Now measure velocity and energy by their final values, $V=v/v_s$ and $U=u/u_s$, and time in units of $\tau_s=\tau_0/(1+h)$. A prime denotes the derivative with respect to this scaled time, again written $t$. In the velocity equation the force term becomes $(eF/m)\tau_s/v_s=1$, and the loss term contains

$$\frac{\tau_s}{\tau_m}=\frac{1+hU}{1+h}=1-s+sU,\qquad s=\frac{h}{1+h}.$$

In the energy equation, $eFv_s=u_s/\tau_w$ gives the gain and loss terms the same factor. Hence

$$V'=1-V(1-s+sU),\qquad U'=r(V-U),\qquad r=\frac{\tau_s}{\tau_w},$$

with $V(0)=U(0)=0$. Two numbers remain. The first, $s$, is the share of the final momentum-loss rate that is due to heating. The second, $r$, is small when energy relaxes slowly compared with momentum.

## Two limits

Hold $s$ fixed, so that the relative heating of the final state is the same, and vary $r$.

If energy relaxes very quickly ($r\to\infty$), then $U$ follows $V$ closely. Putting $U=V$ gives

$$V'=1-V(1-s)-sV^2=(1-V)(1+sV).$$

This is positive for $0\le V<1$ and vanishes at $V=1$, so there is no overshoot. Heating still shortens the momentum time, but it does so in step with the velocity, and no interval is left in which carriers are fast and cool.

If energy relaxes very slowly ($r\to0$), then $U$ stays near zero while the velocity settles. The equation is at first $V'=1-(1-s)V$, and $V$ approaches

$$\frac{1}{1-s}=1+h.$$

In ordinary units this is $\mu_0F$, the drift velocity of cold carriers. Later $U$ grows and $V$ falls slowly to 1.

The value $1+h$ is also an upper bound for every $r$. Neither variable can become negative, because $V'=1$ at $V=0$ and $U'=rV\ge0$ at $U=0$. Therefore $V'\le1-(1-s)V$, and a velocity that starts from zero stays below $1/(1-s)$.

## Where overshoot begins

Between these limits there is a sharp border. To find it, follow what is still missing from the final state:

$$x=1-V,\qquad y=1-U.$$

Both start at 1, and overshoot means that $x$ becomes negative. Since $1-s+sU=1-sy$, the equations become

$$x'=-1+(1-x)(1-sy)=-x-sy+sxy,$$

$$y'=-r(V-U)=r(x-y).$$

As long as $x\ge0$, the second equation gives $y'\ge-ry$, so $y\ge e^{-rt}>0$. The first can be written $x'=-x-sVy$. With $V\ge0$ this means $x'\le-x$, and therefore $x\le e^{-t}$.

The race is contained in the ratio $q=x/y$, the velocity deficit relative to the energy deficit. Its derivative is

$$q'=\frac{x'}{y}-q\,\frac{y'}{y}=(-q-s+sx)-rq(q-1),$$

or, with the terms collected,

$$q'=-P(q)+sx,\qquad P(q)=rq^2-(r-1)q+s,\qquad q(0)=1.$$

Two cases cover all possibilities for $s>0$.

**$P$ is positive for all $q\ge0$.** It then has a positive minimum $P_{\min}$ on that range. Suppose that $x$ never reached zero. Then $sx\le se^{-t}$ would eventually fall below $P_{\min}/2$, and from then on $q'<-P_{\min}/2$. Such a $q$ reaches zero in a finite time, which contradicts the supposition. So $x$ does reach zero. At that moment $x'=-sy<0$, so the velocity passes its final value: there is overshoot.

**$P$ has a zero at some $q>0$.** Its two roots, which may coincide, have the product $s/r>0$, so both are positive. Their sum is $(r-1)/r$, which is less than 1, so both lie below 1. The ratio starts at 1, above the larger root $q_+$. If it came down to $q_+$, it would find there $q'=sx=sq_+y>0$, and could not pass. Hence $x$ stays positive and there is no overshoot.

The second case requires a positive sum of roots, $r>1$, and a non-negative discriminant, $(r-1)^2\ge4rs$. The latter is

$$r^2-(2+4s)r+1\ge0.$$

The two values of $r$ at which the left side vanishes have the product 1. With $r>1$, the condition therefore means that $r$ is at least the larger one:

$$r\ge1+2s+2\sqrt{s(1+s)}=\left(\sqrt{1+s}+\sqrt{s}\right)^2.$$

Because $(\sqrt{1+s}+\sqrt s)(\sqrt{1+s}-\sqrt s)=1$, the reciprocal statement is that overshoot occurs if and only if

$$\frac{\tau_w}{\tau_s}>\left(\sqrt{1+s}-\sqrt{s}\right)^2.$$

Numerical integration agreed on both sides of this border. For $s=0.1$, $0.402$ and $0.8$, the velocity crossed its final value when $\tau_w/\tau_s$ was about 3 % above the border, and did not cross when it was about 3 % below.

## What "more slowly" means

For weak heating, $s\to0$, the border tends to $\tau_w=\tau_s$. A simple rule then holds: overshoot needs energy to relax more slowly than momentum. For stronger heating the border lies lower. In this model $\tau_w\ge\tau_s$ is sufficient for overshoot at any $s>0$, but it is not necessary.

The lower part of the border belongs to the equations rather than to real carriers. The energy $u$ includes the drift energy, and in the final state $u_s=eFv_s\tau_w$ while $mv_s^2/2=eFv_s\tau_s/2$. For $\tau_w<\tau_s/2$ the random motion would therefore end up colder than the lattice, and the model no longer describes heated carriers. For $s>1/8$ the whole border lies in this range, as does the first row of the table below.

The size of the overshoot tells a more useful story. With $s=0.402$ held fixed, the border is at $\tau_w/\tau_s=0.30$, and the integrated equations give:

| $\tau_w/\tau_s$ | overshoot above $v_s$ |
|---|---|
| 0.2 | none |
| 0.5 | 0.4 % |
| 1 | 4.7 % |
| 2 | 13 % |
| 5 | 26 % |
| 20 | 44 % |

The bound for this $s$ is $h=67$ %, reached only in the limit of very slow energy relaxation.

The equations also explain why the overshoot is minute just above the border. There $P_{\min}$ is close to zero, and $q$ needs a long time to creep past the minimum. Meanwhile $x$ decays at least as fast as $e^{-t}$, and $y=x/q$ decays with it. Let $y_c$ be the small energy deficit left when $v$ crosses $v_s$. The equation $V'=1-V(1-sy)$ drives $V$ towards the momentary target $1/(1-sy)$. After the crossing $y$ falls, so during this excursion $V$ cannot exceed $1/(1-sy_c)$, which is barely above 1.

The direction of the change in $\tau_m$ matters as well. Suppose that heating lengthens the momentum time, as it can where charged impurities dominate. In the same linear law $w_1$ is then negative, and so is $s$; take $-1<s<0$. If $x$ came down to zero, its derivative there would be $x'=-sy=|s|y>0$, so it cannot cross. The velocity waits for the heating and approaches its final value from below. Integrations with $s=-0.5$ and $r=0.2$, 1 and 5 showed no crossing.

## A monolayer channel

Take rough values in the regime of electrons in monolayer MoS$_2$ at 300 K: $m=0.5\,m_e$, $\mu_0=150$ cm²/Vs, $\tau_w=150$ fs and $w_1=50$ meV. The field steps from zero to 0.05 MV/cm, or $5\times10^6$ V/m.

The cold momentum time is $\tau_0=\mu_0m/e=42.6$ fs. The heating follows from

$$h(1+h)=\frac{(0.015\ \mathrm{m^2/Vs})(5\times10^6\ \mathrm{V/m})^2(1.5\times10^{-13}\ \mathrm{s})}{0.050\ \mathrm{V}}=1.125,$$

where $w_1/e=0.050$ V. The positive root is

$$h=\frac{-1+\sqrt{1+4(1.125)}}{2}=0.673,\qquad s=\frac{0.673}{1.673}=0.402.$$

Hence $\tau_s=42.6/1.673=25.5$ fs and $u_s=0.673\times50=33.6$ meV. Cold carriers would drift at $\mu_0F=7.50\times10^6$ cm/s, and the final velocity is $7.50/1.673=4.48$ in the same unit of $10^6$ cm/s. The ratio $\tau_w/\tau_s=5.9$ is far above the border of 0.30, so a visible overshoot is expected.

Integration gives a peak of $5.74\times10^6$ cm/s, which is 28 % above the final velocity. It comes 93 fs after the step, when the excess energy is 15.4 meV, less than half its final value. The condition for a maximum can be checked directly: $7.50/(1+15.36/50)=5.74$. With $\tau_m$ held at $\tau_0$ instead, the carriers end up hotter, at 56 meV of excess energy, and their velocity rises monotonically.

By the time of the peak a carrier moving at the mean velocity has travelled 3.9 nm. The velocity stays more than 2 % above its final value until 348 fs, or 16.6 nm. For this mean motion, the gain in time is smaller than the peak suggests. The first 10 nm take 207 fs, a mean velocity of $4.82\times10^6$ cm/s and only about 8 % above $v_s$, because the start from rest uses up much of the advantage. These are not the transit times of individual carriers. The thermal velocity along the field, $\sqrt{k_BT/m}=9.5\times10^6$ cm/s, exceeds even the peak drift velocity, so the carriers spread over distances comparable with the mean displacement.

## Does the mean-energy rate mislead?

In a real collision the rate depends on the energy of the individual carrier, not on the mean. The explanation was therefore tested on 100,000 simulated particles moving in two dimensions, with random collisions that send them off in random directions. A constant part $1/\tau_w$ of the collision rate also returns the particle to the thermal distribution, which reproduces the energy balance used above.

With a total rate that does not depend on energy, the mean energy grew by a factor of 3.2. The mean velocity still followed the exponential law. Its largest deviation over 1000 fs was $0.17\times10^6$ cm/s, about three standard errors and inside the five allowed by the test. Strong heating by itself produced no overshoot.

Next the rate was made to rise with the particle's energy $E$ as $[1+(E/2-w_0)/w_1]/\tau_0$, where $w_0=25.9$ meV is the thermal energy. The factor $1/2$ has a reason. In a slightly displaced thermal distribution in two dimensions, the drift is carried by particles whose average energy, weighted by their share of the drift, is twice the mean. For such a distribution the particle rate reproduces $\tau_m(u)$.

The ensemble overshot: its velocity near 93 fs was 6.29, against 5.17 at the end, in units of $10^6$ cm/s and with a standard error of 0.05. The ratio is 1.22, where the balance equations give 1.28. The final velocity is 15 % higher than theirs. Since the energy balance and the force term are the same in both descriptions, this difference comes from the momentum loss. About half of it traces back to an effect that is present even without heating. Slow particles collide less often and keep their drift longer, so even a weak field does not produce the displaced thermal form for which the two rates agree. With $z=E/w_0$, the weak-field mobility of the particles is

$$\mu_0\int_0^\infty\frac{z\,e^{-z}}{1+(z/2-1)\,w_0/w_1}\,dz=1.12\,\mu_0,$$

which is already 12 % above the value used in the balance equations. Inserted into those equations, this mobility raises the final velocity by only 8 %, to 4.85, because faster carriers also heat more. The remainder arises in the heated state: at the ensemble's excess energy of 39 meV the particles drift more than 20 % faster than $\mu_0F/(1+u/w_1)$. The mechanism survives, while the velocities carry an error of 10 to 15 %.

## Beside a real channel

The mass and mobility are plausible for phonon-limited electrons in monolayer MoS$_2$, but many real samples have lower mobilities. At a third of the mobility, with $F$, $\tau_w$ and $w_1$ unchanged, $h(1+h)=0.375$ and $h=0.29$, so the upper bound on the overshoot drops from 67 % to 29 %, and the overshoot itself to 19 %. Then $\tau_s$ is only 11 fs and $\hbar/\tau_s$ is 60 meV, so the doubt about collisions raised below weighs more heavily. The values of $\tau_w$ and $w_1$ are the least certain inputs. A field that rises linearly over 100 fs barely changes the peak, to 27 % above $v_s$. At 400 K, with $\tau_0$ reduced as $T^{-1.5}$ and the other parameters fixed, the overshoot is 25 % of the new final velocity.

The most serious doubt concerns the description of collisions. The energy uncertainty $\hbar/\tau_s$ is 26 meV, as large as the thermal energy, and a phonon of 48 meV has a period of 86 fs, close to the time of the peak. Collisions are then not brief events between well-defined energies. How far this moves the overshoot was not calculated, so 28 % is a semiclassical estimate.

Side valleys can be left out only if they lie high enough. If all the random excess energy went into the carrier temperature, valleys at an assumed 0.2 eV would hold roughly 8 % of the carriers in the hot final state, and at 0.1 eV about a third. These are upper estimates: lifting carriers into the valleys uses part of the same energy, and with this counted, for equal masses, the shares are about 4 % and about a fifth. Other omissions are modest at this field. For a nonparabolicity of $1/(1.8\ \mathrm{eV})$, heating raises the mass at the mean energy by about 4 %, and the ratio of mean momentum to mean velocity, which weights energetic carriers more, by about 6 %. At $10^{12}$ carriers per cm² the band-edge states are about 9 % filled. The lattice warms by about 0.25 K in the first picosecond; the later steady rise is about 18 K for an assumed interface resistance of $5\times10^{-8}$ m²K/W. Interband tunnelling and breakdown are negligible here.

A transistor also breaks the assumption of a uniform field switched on in time. Its carriers enter from a contact with a spread of velocities and meet a field that varies along the channel. The distances above therefore only indicate a scale on which an energy equation deserves to be kept when $\tau_m$ falls with heating and $\tau_w$ is several times $\tau_s$. For the mobility used here it runs from a few nanometres to roughly twenty; at lower mobility the drift is slower and the scale shorter. The numerical output below lists the values used.

## Computed values

```
mass: 0.50 m_e; cold mobility: 150 cm2/Vs
lattice temperature: 300 K; field: 0.050 MV/cm
energy time tau_w: 150 fs; energy scale w1: 50 meV
thermal energy w0: 25.85 meV
cold momentum time tau0: 42.64 fs
heating number h(1+h): 1.1250; h: 0.6726; s: 0.4021
final momentum time tau_s: 25.49 fs
final excess energy: 33.63 meV
cold-carrier velocity mu0 F: 7.500 1e6 cm/s
final velocity: 4.484 1e6 cm/s
peak velocity: 5.737 1e6 cm/s; peak/final: 1.2794
first crossing of final velocity: 40.5 fs
time of peak: 92.8 fs; position then: 3.88 nm
excess energy at peak: 15.36 meV
excess velocity below 2 percent after: 348 fs
position then: 16.6 nm
time to travel first 10 nm: 207.3 fs
mean velocity over first 10 nm: 4.825 1e6 cm/s
example tau_w/tau_s: 5.884
border tau_w/tau_s: 0.3025
same s, tau_w/tau_s = 0.2: overshoot 0.000 %
same s, tau_w/tau_s = 0.5: overshoot 0.384 %
same s, tau_w/tau_s = 1.0: overshoot 4.709 %
same s, tau_w/tau_s = 2.0: overshoot 12.686 %
same s, tau_w/tau_s = 5.0: overshoot 25.589 %
same s, tau_w/tau_s = 20.0: overshoot 44.161 %
constant tau_m: final excess energy 56.2 meV, overshoot 'none'
ensemble, constant rate: energy grows by factor 3.16
  largest deviation from exponential: 0.165 1e6 cm/s
  one standard error: 0.054 1e6 cm/s
ensemble, rising rate: final velocity 5.172 1e6 cm/s
  near-peak velocity 6.290 1e6 cm/s
  near-peak/final 1.216
  one standard error: 0.047 1e6 cm/s
field ramp of 100 fs: peak/final 1.2698
400 K, tau0 scaled as T^-1.5: peak/final 1.2521
collision broadening hbar/tau_s: 25.8 meV
phonon energy: 48 meV; period: 86.2 fs
side valley at 0.2 eV: carrier share 8.1 %
nonparabolic mass change (gap 1.8 eV): 3.7 %
density: 1.0e+12 cm^-2; band-edge filling: 0.088
lattice heating in first ps: 0.25 K
interface resistance: 5e-08 m2K/W
steady lattice heating: 18.0 K
interband tunnelling exponent: 972
thermal share above gap energy: 1.6e-14
```
